# A Sound-Speed Ceiling on One-Way Phonon Conductance in Silicon

## A gas of phonons with one speed

Let phonons fill a solid, all moving at the same speed $v$, with directions spread evenly over the sphere. Draw an imaginary plane through the solid and let every phonon that reaches it pass. The phonons arriving from the left have temperature $T+\Delta T$ and those arriving from the right have temperature $T$. If the heat capacity per volume is $C$, the left stream carries an excess energy density $C\,\Delta T$ per full sphere of directions.

Only phonons moving to the right cross from the left. With $\mu=\cos\theta$ measured from the normal, a fraction $d\mu/2$ of all directions lies in $d\mu$, and the velocity component through the plane is $v\mu$. The excess heat flux is therefore

$$q=C\,\Delta T\int_0^1 v\mu\,\frac{d\mu}{2}=\frac{Cv}{4}\,\Delta T .$$

One factor $1/2$ appears because half the phonons move toward the plane. The other is the mean of $\mu$ over that half. The one-way conductance is

$$G=\frac{q}{\Delta T}=\frac{Cv}{4}.$$

Here $\Delta T$ is the difference between the temperatures of the two *arriving* streams. This convention holds below unless another is named.

## The estimate for silicon

In the classical limit every vibrational mode has heat capacity $k_B$. There are three modes per atom, so $C=3nk_B$. The cubic cell of silicon, of edge $a=5.431$ Å, holds eight atoms, hence $n=8/a^3=4.994\times10^{28}\ \mathrm{m^{-3}}$ and $C=2.07\ \mathrm{MJ\,m^{-3}\,K^{-1}}$.

For $v$ take the sound speed averaged over directions and over the three sound branches, $6.60$ km/s in the model described below. Then

$$G\approx\frac{(2.07\times10^{6})(6.60\times10^{3})}{4}\ \mathrm{W\,m^{-2}\,K^{-1}}
\approx 3.4\ \mathrm{GW\,m^{-2}\,K^{-1}} .$$

This is a few gigawatts per square metre per kelvin. Two questions remain: under what conditions is the number a ceiling, and how far below it does a crystal with dispersion lie?

## Flux through a real interface

Consider harmonic phonons and an interface that scatters them elastically, so that each phonon keeps its frequency. Electrons carry no heat across. Side 1 is silicon, and $v_n$ is the component of the group velocity $\mathbf v=\nabla_{\mathbf k}\omega$ along the normal pointing into side 2. The heat sent from side 1 to side 2 is

$$q_{1\to2}=\sum_s\int_{v_n>0}\frac{d^3k}{(2\pi)^3}\,\hbar\omega\,v_n\,t\,n_B(\omega,T_1),
\qquad n_B=\frac{1}{e^{\hbar\omega/k_BT}-1},$$

where $s$ labels branches and $t$, between 0 and 1, is the probability that the mode is transmitted.

The return flux need not be calculated separately. At fixed wavevector along the interface, $v_n\,dk_n=d\omega$, so each incoming channel carries $\hbar\omega\,n_B\,d\omega/2\pi$, whatever its speed. At frequency $\omega$ let side 1 have $M_1$ incoming channels. Time reversal gives it $M_1$ outgoing channels as well. Write $R$ for the summed probability of reflection back into side 1, and $\Theta_{12}$, $\Theta_{21}$ for the summed transmissions in the two directions. Every incoming phonon must go somewhere:

$$M_1=R+\Theta_{12}.$$

Elastic scattering is unitary, so the probabilities leading into each outgoing channel also sum to one:

$$M_1=R+\Theta_{21}.$$

Subtraction gives $\Theta_{12}=\Theta_{21}$ at each frequency. The return flux is thus the same expression with $T_1$ replaced by $T_2$. For a small difference $\Delta T=T_1-T_2$, the net flux divided by $\Delta T$ is

$$G=\sum_s\int_{v_n>0}\frac{d^3k}{(2\pi)^3}\,t\,c\,v_n,\qquad
c=\hbar\omega\frac{\partial n_B}{\partial T}.$$

The same argument on side 2 shows that $\Theta_{12}$ cannot exceed $M_2$ either. At each frequency the side with fewer channels sets the tighter limit, so a partner material can lower silicon's ceiling but cannot raise it.

## The classical limit gives an upper bound

Put $x=\hbar\omega/k_BT$. Since $dx/dT=-x/T$,

$$\frac{\partial n_B}{\partial T}=\frac{x}{T}\frac{e^x}{(e^x-1)^2}.$$

Multiplying by $\hbar\omega=k_BTx$ and using $e^x/(e^x-1)^2=1/[4\sinh^2(x/2)]$ gives

$$c=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2\le k_B ,$$

because $\sinh y\ge y$ for $y\ge0$. Replacing $c$ by $k_B$ and $t$ by 1 can only raise $G$.

Next, turn the integral into a mean over modes. Silicon's primitive cell has volume $a^3/4$ and contains two atoms, hence six branches. The number of modes per volume is $6\times4/a^3=24/a^3=3n$. With angle brackets for the mean over all these modes,

$$G\le 3nk_B\,\langle v_n\rangle_{\text{positive part}}
=\frac{C}{2}\langle|v_n|\rangle .$$

The positive part is $v_n$ when $v_n>0$ and zero otherwise. The factor $1/2$ follows from $\omega(-\mathbf k)=\omega(\mathbf k)$, which pairs each velocity with its opposite.

Averaged over interface orientations, $|v_n|$ becomes $|\mathbf v|\int_0^1\mu\,d\mu=|\mathbf v|/2$. Therefore

$$\overline G\le\frac{C\langle|\mathbf v|\rangle}{4},$$

where the bar denotes the orientation average. The quarter thus survives in an anisotropic crystal, provided the interface orientation is averaged.

For one given face of a cubic crystal a slightly larger factor is safe. Let $\mathbf n_1,\dots,\mathbf n_p$ be the normals equivalent to it by symmetry. They all give the same mean, so

$$\langle|v_n|\rangle=\left\langle\frac1p\sum_i|\mathbf v\cdot\mathbf n_i|\right\rangle
\le\left\langle\sqrt{\frac1p\sum_i(\mathbf v\cdot\mathbf n_i)^2}\right\rangle .$$

The inequality is Cauchy–Schwarz. The tensor $p^{-1}\sum_i\mathbf n_i\mathbf n_i$ has cubic symmetry and unit trace, so it is one third of the identity. The square root is then $|\mathbf v|/\sqrt3$, and

$$G\le\frac{C\langle|\mathbf v|\rangle}{2\sqrt3}\approx0.289\,C\langle|\mathbf v|\rangle .$$

One step remains before a sound speed $v_s$ may replace $\langle|\mathbf v|\rangle$: the condition $\langle|\mathbf v|\rangle\le v_s$. Counting modes does not guarantee it. It is a property of the dispersion and has to be checked.

## A lattice model that supplies the speeds

The Keating model gives silicon springs for bond stretching and bond bending. With bond length $d=\sqrt3a/4$ and bond vectors $\mathbf r_i$ drawn from an atom, its energy is

$$E=\frac{3\alpha}{8d^2}\sum_{\text{bonds}}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\text{angles}}\left(\mathbf r_i\cdot\mathbf r_j+\frac{d^2}{3}\right)^2 .$$

The rounded inputs are $\alpha=48$ N/m and $\beta=14$ N/m. To second order, with $\mathbf t_i$ the unit bond vectors and $\boldsymbol\Delta_i$ the changes of the bond vectors, a bond costs $\frac{3\alpha}{2}(\mathbf t_i\cdot\boldsymbol\Delta_i)^2$ and an angle costs $\frac{3\beta}{8}(\mathbf t_j\cdot\boldsymbol\Delta_i+\mathbf t_i\cdot\boldsymbol\Delta_j)^2$. A primitive cell has four bonds and twelve angles.

Three uniform strains fix the elastic constants. Dividing the cell energy by $a^3/4$ and using $d^2=3a^2/16$ multiplies an energy written as $d^2\times(\dots)$ by $3/(4a)$.

- **Stretch $e$ along one axis.** Each bond has $\mathbf t\cdot\boldsymbol\Delta=de/3$, and each angle term has magnitude $2de/3$. The cell energy is $d^2e^2(\tfrac23\alpha+2\beta)$. Equating its density to $\frac12C_{11}e^2$ gives $C_{11}=(\alpha+3\beta)/a$.
- **Equal stretch $e$ along all axes.** Now $\mathbf t\cdot\boldsymbol\Delta=de$, while the angle terms are $-2de/3$. The cell energy is $d^2e^2(6\alpha+2\beta)$, to be matched to a density $\frac32(C_{11}+2C_{12})e^2$. This gives $C_{11}+2C_{12}=(3\alpha+\beta)/a$, hence $C_{12}=(\alpha-\beta)/a$.
- **Shear $\gamma$ in the $xy$ plane.** The two atoms of the cell may also shift relative to each other by $u$ along $z$. With $p=d\gamma/3$ and $w=u/\sqrt3$, the cell energy is $6[\alpha(w+p)^2+\beta(w-p)^2]$. It is least at $w=p(\beta-\alpha)/(\alpha+\beta)$, where it equals $24p^2\alpha\beta/(\alpha+\beta)$. Its density is $2\gamma^2\alpha\beta/[a(\alpha+\beta)]=\frac12C_{44}\gamma^2$, so $C_{44}=4\alpha\beta/[a(\alpha+\beta)]$.

The values are $C_{11}=165.7$, $C_{12}=62.6$ and $C_{44}=79.8$ GPa. Sound speeds $v$ along a unit vector $\mathbf m$ follow from the Christoffel equation, in which $\rho v^2$ is an eigenvalue of the matrix with diagonal elements $C_{11}m_i^2+C_{44}(1-m_i^2)$ and off-diagonal elements $(C_{12}+C_{44})m_im_j$. Along $[111]$ these are $(C_{11}+2C_{44})/3$ and $(C_{12}+C_{44})/3$. The longitudinal eigenvalue is the diagonal element plus twice the off-diagonal one:

$$v_{\max}=\sqrt{\frac{C_{11}+2C_{12}+4C_{44}}{3\rho}}\approx9.35\ \text{km/s},$$

with $\rho=2329\ \mathrm{kg\,m^{-3}}$. No direction sampled has a larger sound speed. The frequencies of long waves in the atomic model were tested against the Christoffel equation and agree within one part in $10^4$.

## Comparison with the whole zone

Group velocities were computed on a mesh covering the Brillouin zone. The largest on the mesh is 9.25 km/s, below $v_{\max}$, which long longitudinal waves along $[111]$ approach as $k\to0$. The mean over all modes is 2.98 km/s, well below the mean sound speed of 6.60 km/s. Within this model, and at the sampled points, the condition $\langle|\mathbf v|\rangle\le v_s$ is met for both choices of sound speed. The possible statements, in $\mathrm{GW\,m^{-2}\,K^{-1}}$, are:

| Quantity | Value |
|---|---:|
| $Cv/4$, mean sound speed | 3.4 |
| $Cv_{\max}/4$, orientation average | 4.8 |
| $Cv_{\max}/(2\sqrt3)$, any face | 5.6 |
| Classical zone sum, orientation average | 1.54 |
| Zone sum at 300 K, orientation average | 1.26 |

All three ceilings are a few gigawatts per square metre per kelvin. The classical sum for the fully transmitting plane is smaller than the first by a factor of 2.2. This factor is the ratio of the two mean speeds, $6.60/2.98$, because both numbers contain the same $C/4$.

The excess can be located. Order the six branches by frequency at each wavevector. The lower three supply 71.5 percent of the zone sum, about $1.10\ \mathrm{GW\,m^{-2}\,K^{-1}}$, and the upper three supply the other 28.5 percent, about $0.44$. Each group contains half the modes, so their mean speeds are $2\times0.715\times2.98\approx4.3$ km/s and $2\times0.285\times2.98\approx1.7$ km/s. The estimate assigns 6.6 km/s to both. It is too generous to the upper branches, and also to the lower ones, which slow down away from the zone centre.

This also shows how to read a tempting repair. Dropping the upper branches but keeping the sound speed for the lower ones halves the estimate to $1.7\ \mathrm{GW\,m^{-2}\,K^{-1}}$, close to the zone sum. The agreement comes from two errors of opposite sign: the lower branches are overcounted by about 0.6 and the upper ones are undercounted by about 0.4. The halved number is not a ceiling by this argument.

The face matters little here. The classical sums are 1.54, 1.51 and $1.56\ \mathrm{GW\,m^{-2}\,K^{-1}}$ for (001), (110) and (111), a spread of about 3 percent of their mean. The last digit of these face values is uncertain on the mesh used.

A second calculation avoids group velocities. Since $v_n\,dk_n=d\omega$, the one-way sum equals

$$G=\frac{k_B}{(2\pi)^3}\int d^2k_\parallel\;\frac12\sum_s\oint\left|\frac{\partial\omega_s}{\partial k_n}\right|dk_n .$$

The inner integral is the total rise and fall of a branch along a closed line across reciprocal space. Half of it is the rise. Frequencies alone give $1.53\ \mathrm{GW\,m^{-2}\,K^{-1}}$ for (001), against 1.54 from the velocities. The test allows 2 percent. The gap comes mainly from the finite wavevector meshes, and finer sampling brings both sums to 1.53. Finite steps also clip the turning points and crossings of the branches, but that effect is much smaller.

## Quantum statistics

At 300 K the zone sum falls to 82 percent of its classical value. The size of the correction follows from the bracket in $c$. For small $x$, $\sinh(x/2)\approx(x/2)(1+x^2/24)$, so

$$c\approx k_B\left(1-\frac{x^2}{12}\right).$$

This form shows only the trend: at 300 K the highest modes have $x\approx2.6$, so the 82 percent needs the full bracket. High frequencies lose most, and the classical ceiling is approached from below as $T$ rises. The temperature derivative of the quantum flux, calculated at 3000 K, a mathematical limit that takes no account of melting, was tested to reproduce the classical sum within 1 percent. In the opposite limit, $x\gg1$, $c\approx k_Bx^2e^{-x}$ and a mode drops out. The classical number remains a valid ceiling on a cold interface, but a poor estimate.

## What the ceiling means for a temperature drop

An upper bound on $G$ is a lower bound on the boundary resistance. In the Keating model the quarter estimate lies above the zone sums of all three faces computed here, so for these faces it gives a valid bound, $1/G\ge0.29\ \mathrm{m^2\,K\,GW^{-1}}$. For a chosen chip heat flux of $10\ \mathrm{MW\,m^{-2}}$,

$$\Delta T\ge\frac{10^7}{3.41\times10^9}\ \mathrm K\approx2.9\ \mathrm{mK}.$$

The orientation-averaged zone sum at 300 K gives 7.9 mK instead, within the Keating model; a single face has its own floor, one or two percent above or below this. Imperfect transmission raises the drop further. These are differences between arriving streams, and a different definition of temperature changes the result.

Suppose both sides are silicon, every mode has the same transmission $t$, and temperature is defined by the local energy density beside the interface. Measure temperatures from that of the stream arriving from the right. On the left, half the modes arrive with $\Delta T$. The other half leave carrying the reflected part, $(1-t)\Delta T$. On the right, half leave with $t\Delta T$ and half arrive with zero. In the classical limit the local temperatures are the averages

$$T_L=\frac{\Delta T+(1-t)\Delta T}{2}=\left(1-\frac t2\right)\Delta T,\qquad T_R=\frac t2\Delta T .$$

Their difference is $(1-t)\Delta T$. The flux is $q=tG_1\Delta T$, where $G_1$ is the one-way value for full transmission. Thus

$$G_{\text{local}}=\frac{q}{T_L-T_R}=\frac{t}{1-t}\,G_1 .$$

For $t=0.9$ this is nine times $G_1$, or about $14\ \mathrm{GW\,m^{-2}\,K^{-1}}$ for (001), well above every ceiling in the table. Nothing has been violated: the flux is still below $G_1\Delta T$, but it has been divided by a drop ten times smaller than $\Delta T$. As $t\to1$ the interface disappears, the local drop vanishes and $G_{\text{local}}$ diverges. A reported conductance can be compared with $Cv/4$ only after its temperature convention is known.

The derivation also stops applying if phonons change frequency at the interface or if electrons carry part of the heat. The first invalidates the channel count at fixed frequency, and the second adds a path that was never counted. The zone sums carry the limits of the model as well. The Keating energy has no long-range forces and misses the flattening of silicon's transverse acoustic branches: at the zone-edge point X it puts them near 7.8 THz, against about 4.5 THz measured, so it makes these branches too fast. Expanding it to second order at a fixed lattice parameter leaves out anharmonicity and thermal expansion, so 1.54 and $1.26\ \mathrm{GW\,m^{-2}\,K^{-1}}$ are model values. The remaining computed values and their units are in the numerical output.

## Computed results

```
lattice parameter: 5.4310 angstrom
atomic mass: 28.085 u
bond-stretching constant alpha: 48.0 N/m
bond-bending constant beta: 14.0 N/m
atom density: 4.9940e+28 m^-3
mass density: 2329.0 kg m^-3
classical heat capacity C: 2.0685 MJ m^-3 K^-1
elastic constant C11: 165.7 GPa
elastic constant C12: 62.6 GPa
elastic constant C44: 79.8 GPa
mean sound speed: 6598 m/s
largest sound speed, along [111]: 9346 m/s
largest group speed on zone mesh: 9250 m/s
mean group speed of all modes: 2983 m/s
quarter estimate, mean sound speed: 3.41 GW m^-2 K^-1
quarter ceiling, largest sound speed: 4.83 GW m^-2 K^-1
any-face ceiling, largest sound speed: 5.58 GW m^-2 K^-1
full-zone classical, orientation mean: 1.542 GW m^-2 K^-1
full-zone classical, face (001): 1.538 GW m^-2 K^-1
full-zone classical, face (110): 1.513 GW m^-2 K^-1
full-zone classical, face (111): 1.556 GW m^-2 K^-1
frequency-only mode count, face (001): 1.527 GW m^-2 K^-1
change from coarser zone mesh: 0.11 percent
estimate divided by full-zone value: 2.21 (no unit)
share of lower three branches: 71.5 percent
share of upper three branches: 28.5 percent
room temperature used: 300 K
full-zone quantum conductance there: 1.262 GW m^-2 K^-1
quantum/classical ratio there: 0.819 (no unit)
resistance from quarter estimate: 0.293 m^2 K GW^-1
chosen heat flux: 10.0 MW m^-2
temperature drop, quarter estimate: 2.93 mK
temperature drop, 300 K zone sum: 7.92 mK
transmission in local-temperature test: 0.9 (no unit)
local drop / incoming temperature difference: 0.100 (no unit)
local-temperature conductance, (001): 13.88 GW m^-2 K^-1
```
